# Why three-dimensional islands on a strained film do not prove dislocations

**Q:** My film has a larger natural lattice spacing than its substrate. It grew flat at first, and then islands appeared on the remaining wetting layer. I conclude that dislocations formed at the interface. How else could the film have relieved its misfit?

**A:** By bending its lattice planes without breaking any. Start with the flat film. Let $\varepsilon$ be the misfit magnitude, $E$ Young's modulus and $\nu$ Poisson's ratio, with film and substrate isotropic and equally stiff. The film is squeezed equally along both in-plane directions and is free vertically, so Hooke's law reads $E\varepsilon=\sigma-\nu\sigma$ for the stress magnitude:
$$\sigma=\frac{E\varepsilon}{1-\nu}.$$
In a wide uniform film, each vertical slice is pushed equally from left and right. Nothing drives it sideways, so the stress stays.

**Q:** And an island changes that without a defect?

**A:** Take a long ridge of triangular section: height $H$, facet slope $s$, half-base $a=H/s$. Let $x$ run across it and $y$ upward. Starting from the unrelaxed coherent state, apply a continuous displacement $\mathbf u$ with no component along the ridge. Counting tension as positive, the film carries $\sigma_0=-\sigma$, and the energy per length changes by
$$\Delta U=\int_{\rm film}\sigma_0\,\partial_xu_x\,dA+U_2[\mathbf u],$$
where $U_2\ge0$ is quadratic in the strains. By the divergence theorem the first term is $\sigma_0\oint u_xn_x\,ds$. The horizontal interface and the flat surface have $n_x=0$, and $\mathbf u$ vanishes far away, so the facets alone contribute. On the right facet $n_x\,ds=s\,dx$; on the left it is $-s\,dx$.

The film therefore behaves as if a force $-\sigma_0s=+\sigma s$ per unit $x$ pulled the right facet outward, with the mirror image on the left. A compressed island expands. In a stretched film $\sigma_0$ changes sign, the facets move inward, and the energy, quadratic in $\sigma_0$, is the same. Because $\mathbf u$ is continuous, every lattice plane still crosses the interface.

**Q:** How much energy does this release? It might be negligible.

**A:** For a shallow ridge, put the load on a flat half-space. First take a load $q_k\sin kx$ along $x$, with $z$ the depth. The stress function $\phi=-(q_k/k)\,z\,e^{-kz}\cos kx$ satisfies the biharmonic equation and gives, at $z=0$,
$$\sigma_{zz}=\partial_x^2\phi=0,\quad \sigma_{xz}=-\partial_x\partial_z\phi=-q_k\sin kx,\quad \sigma_{xx}=\partial_z^2\phi=2q_k\cos kx.$$
The outward normal is $-z$, so the applied force is $-\sigma_{xz}=q_k\sin kx$, as required. With no strain along the ridge, $\partial_xu_x=(1-\nu^2)\sigma_{xx}/E$ at the surface, hence
$$u_x=\frac{2(1-\nu^2)}{Ek}\,q_k\sin kx .$$

The ridge load is $\sigma s$ for $0<x<a$ and $-\sigma s$ for $-a<x<0$. Write it as $\int_0^\infty Q(k)\sin kx\,dk$ with
$$Q=\frac2\pi\int_0^a\sigma s\sin kx\,dx=\frac{2\sigma s}{\pi}\,\frac{1-\cos ka}{k}.$$
At equilibrium the stored response energy is half the load term, so the net release is $W=\frac12\int q\,u_x\,dx$. The product of two sine integrals integrates over $x$ to $\pi$ times the integral of their amplitudes' product:
$$W=\frac{\pi(1-\nu^2)}{E}\int_0^\infty\frac{Q^2}{k}\,dk
=\frac{4(1-\nu^2)\sigma^2s^2a^2}{\pi E}\int_0^\infty\frac{(1-\cos v)^2}{v^3}\,dv .$$
Two integrations by parts, whose boundary terms vanish, turn the last integral into $\int_0^\infty(\cos v-\cos2v)\,dv/v$. Starting it at a small $\delta$ and substituting in the second term leaves $\int_\delta^{2\delta}\cos v\,dv/v\to\ln2$. Thus
$$W=\frac{4\ln2\,(1-\nu^2)}{\pi}\,\frac{\sigma^2s^2a^2}{E}.$$

For $\nu=0.27$ the coefficient of $\sigma^2s^2a^2/E$ is 0.8182. A finite-element solution at slope 0.002 gives 0.8152, rising to 0.817 with a finer mesh and a larger domain.

Compare this with complete lateral relaxation. Without strain along the ridge, that would recover $(1-\nu^2)\sigma^2/(2E)$ per volume, over a section $sa^2$. The recovered fraction is then $(8\ln2/\pi)s$, which vanishes for a flat film. At slope 0.2 it gives 0.353, while finite elements with the true inclined facets give about 0.29. At slope 0.4 the two are 0.706 and about 0.49, so the shallow formula should not be used for steep islands.

**Q:** Facets also cost surface energy. Does the island win?

**A:** If the facets add to the surface cost, only above a certain size. Compare it with the same material spread over an already thick flat film, so that adding material does not change the surface energy. The unrelaxed elastic energy is then equal and cancels. With facet energy $\gamma_f$ and flat-surface energy $\gamma_w$, the extra surface cost per base width is $\Gamma=\gamma_f\sqrt{1+s^2}-\gamma_w$. At fixed slope the release scales as $a^2$; write it as $r\sigma^2a^2/E$. Then
$$\Delta E=2a\Gamma-\frac{r\sigma^2a^2}{E}.$$
For $\Gamma>0$ this vanishes at $a=2\Gamma E/(r\sigma^2)$, and since $H=sa$ the onset height is
$$H_0=\frac{2\Gamma sE}{r\sigma^2}.$$
Setting $d\Delta E/da=0$ puts the barrier at half that size. If $\Gamma\le0$, this model has no barrier.

Take rough values: $E=130$ GPa, $\nu=0.27$, misfit 2%, both surface energies 1 J/m², slope 0.2, and an island 4.5 nm high and 45 nm wide. The stress is $130\times0.02/0.73=3.56$ GPa, and $\Gamma=0.0198$ J/m². The surface cost is $45\ \mathrm{nm}\times\Gamma=5.56$ eV per nm of ridge. Finite elements give $r=0.02722$, so the release is
$$\frac{0.02722\,(3.562\ \mathrm{GPa})^2(22.5\ \mathrm{nm})^2}{130\ \mathrm{GPa}}=8.39\ \mathrm{eV/nm}.$$
The coherent island lies 2.83 eV/nm below the flat film. A finer mesh and a larger domain raise $r$ to 0.02726 and add about 0.01 eV/nm to the release. The onset height is 2.98 nm, with a barrier of 0.92 eV/nm at half that height.

**Q:** A coherent island beats a flat film, then. But perhaps a dislocated island beats both.

**A:** Test a 60-degree dislocation lying along the ridge, under the apex, at the film-substrate interface. The wetting layer is $t=1$ nm thick and the Burgers vector is $b=0.39$ nm long. Its components are $b/2$ across the ridge, $b/\sqrt2$ vertically and $b/2$ along the ridge.

Cut the film vertically from the dislocation to the apex and displace the two sides by $\mathbf b$. The coherent stress is in equilibrium and leaves the free surfaces unloaded, so it does work on the cut alone. By mirror symmetry both shear stresses vanish there. With the favourable sign of $\mathbf b$, the gain is
$$\frac b2\int_{-t}^{H}|\sigma_{xx}|\,dy .$$
From the base to the apex, coherent relaxation has already removed 47.5% of the stress on average; at the base centre it has removed 31.3%. Using the latter figure throughout the wetting layer gives
$$0.195\,[4.5(0.525)+1.0(0.687)]\,3.562\approx2.12\ \mathrm{nJ/m},$$
or 13.2 eV/nm. Integrating the computed stress gives 13.31 eV/nm. The last digits are not converged: mesh refinement moves the two relief figures to 48.0% and 31.5% and the integrated gain to 13.22 eV/nm.

**Q:** That is a large gain. What does the dislocation cost?

**A:** At least the energy inside a cylinder around it that fits in the body. The nearest free surface is a facet, at distance $R=(H+t)/\sqrt{1+s^2}$. Leave out a core of radius $r_0$. Energy density is nonnegative, and freeing both cylinder surfaces can only lower the energy for a given $\mathbf b$, so the free hollow cylinder gives a lower bound.

For an edge dislocation, put $S=R^2+r_0^2$, $P=R^2r_0^2/S$ and use
$$\phi=c\sin\theta\left(r\ln r-\frac{r^3}{2S}+\frac{P}{2r}\right).$$
Each term is biharmonic. The radial stress is $c\sin\theta\,(1/r-r/S-P/r^3)$, and the shear stress is $-c\cos\theta$ times the same bracket. That bracket vanishes at $r_0$ and $R$, so both surfaces are free.

The constant $c$ follows from the term $r\ln r$, the one with a multivalued displacement. Let $m=(1+\nu)c/E$. Its strains are $\varepsilon_{rr}=\varepsilon_{\theta\theta}=m(1-2\nu)\sin\theta/r$ and $\varepsilon_{r\theta}=-m\cos\theta/r$. Integrating the first gives $u_r=m(1-2\nu)\sin\theta\ln r+f(\theta)$. The other two then require $f''+f=4m(1-\nu)\sin\theta$, solved by $f=-2m(1-\nu)\theta\cos\theta$. One turn from $\theta=0$ changes $u_r$ by $4\pi m(1-\nu)$ in magnitude. This is the edge component $b_e$, so $c=Eb_e/[4\pi(1-\nu^2)]$.

On the cut $\theta=\pi/2$, the normal stress is $\sigma_{\theta\theta}=\partial_r^2\phi=c(1/r-3r/S+P/r^3)$. Half the work of opening the cut against the final stress is
$$U_e=\frac{b_e}{2}\int_{r_0}^{R}\sigma_{\theta\theta}\,dr
=\frac{Eb_e^2}{8\pi(1-\nu^2)}\left[\ln\frac R{r_0}-\frac{R^2-r_0^2}{R^2+r_0^2}\right],$$
because the last two terms integrate to $-\frac32$ and $+\frac12$ times the final fraction. The screw component $b_s$ has shear stress $Gb_s/(2\pi r)$, with $G=E/[2(1+\nu)]$, and adds
$$U_s=\frac{Gb_s^2}{4\pi}\ln\frac R{r_0}.$$

Here $b_e^2=3b^2/4$ and $b_s^2=b^2/4$. With the conventional rough choice $r_0=b/4$, the minimum cost is 15.85 eV/nm. It exceeds the gain of 13.31 eV/nm, so this dislocation would raise the island's energy. This comparison tests one Burgers vector. A pure edge dislocation at the same place, with all of $b$ across the ridge, would gain twice as much, about 26.5 eV/nm, while the same lower bound on its cost is only about 16 eV/nm. The bound does not exclude that one. An upper bound on its elastic cost comes from the field of the same dislocation under a flat free surface at apex height, integrated over the ridge and substrate outside the core. It is 25.4 eV/nm for $r_0=b/4$, about 1 eV/nm below the gain, so with this core radius the edge dislocation lowers the island's energy. The margin rests on the core choice: for $r_0=b/8$ the upper bound is 29.1 eV/nm and decides nothing. With these rough inputs, the coherent island beats the flat film in this model, but it need not be the lowest state of all, and with $r_0=b/4$ it is not.

**Q:** Then are islands always free of dislocations?

**A:** No. At fixed slope the gain eventually grows in proportion to $H$. The cost grows only logarithmically: a dislocation paired with an opposite image above the apex supplies a permissible trial field, whose energy density falls as $1/r^2$ up to about the distance between the pair, and faster beyond. A sufficiently large island therefore gains by admitting the dislocation.

In the example, the lower bound on the cost meets the gain at 6.22 nm (6.30 nm after mesh refinement). That is not a predicted transition height, because the true cost is higher than the bound. Nor does it cover other Burgers vectors or dislocations elsewhere, such as near the island edge, or say how fast any would form.

**Q:** How close is this to a real film?

**A:** The numbers are in the regime of a half-germanium silicon-germanium film on silicon, where a misfit near 2% and shallow facets near 11 degrees are reasonable. The stiffness used is closer to that of silicon; the film's own would lower its stress by about 10% and, with all else fixed, raise the onset height by nearly a quarter. The dislocation is less faithful. Facets at 11 degrees are $\{105\}$ planes, whose ridges run along a $\langle100\rangle$ direction, whereas 60-degree dislocations run along $\langle110\rangle$. The dislocation test therefore illustrates the competition in a model ridge; it does not show that a real ridge of this size is free of dislocations. A delicate assumption is equal surface energies, because $\Gamma$ is a small difference of large terms. With everything else fixed, lowering the facet energy by 1% moves the onset from 2.98 to 1.45 nm; raising it by 1% moves it to 4.52 nm (4.51 nm after mesh refinement), just above our island. Real crystals are also anisotropic: a response modulus of 170 GPa, near the silicon value for a $\langle110\rangle$ ridge, gives 3.90 nm at unchanged film stress; for a $\langle100\rangle$ ridge the silicon value is about 150 GPa, which gives about 3.5 nm. A core radius of $b/3$ lowers the dislocation limit by about 0.9 nm, to 5.29 nm (5.37 nm after mesh refinement). Thermal strain, a few percent of the misfit, matters less here. Surface stress is only roughly 6% of the film force, but it can still matter: acting through a 2% misfit along both in-plane directions, a difference of 1 N/m between facet and flat surface changes $\Gamma$ by up to about 0.04 J/m², roughly twice its value here. The model also omits edge energies, composition gradients and the thickness-dependent energy of the wetting layer, and it treats a ridge where many real islands are pyramids. The nanometre values are estimates, not design limits.

**Q:** Suppose I measure a partly relaxed lattice spacing in the islands. Would that settle it?

**A:** Not by itself. Our coherent island lost almost half its lateral stress along the centre line, with a largest outward surface shift of only 0.11 nm. To establish a dislocation you need evidence of the defect itself, such as an extra or missing lattice plane at the interface, or an atomic circuit that fails to close. Island shape and partial relaxation are compatible with both answers.

## Table of computed values

```
Young modulus (rough): 130 GPa; Poisson ratio: 0.27
misfit magnitude (rough): 2.0 %
surface energy, facet and flat (rough): 1.00 J/m^2
facet slope: 0.20; angle: 11.3 deg
wetting layer: 1.0 nm; Burgers vector: 0.39 nm
core radius: 0.0975 nm
island height: 4.5 nm; full base: 45.0 nm
flat-film stress magnitude: 3.562 GPa
flat-film energy density: 0.0712 GPa
shallow energy coefficient, formula: 0.8182 (no unit)
shallow energy coefficient, elements: 0.8152 (no unit)
slope 0.1: recovered fraction 0.161, shallow formula 0.177
slope 0.2: recovered fraction 0.293, shallow formula 0.353
slope 0.4: recovered fraction 0.487, shallow formula 0.706
release number r at slope 0.2: 0.02722 (no unit)
stress relief at base centre: 31.3 %
mean relief, base centre to apex: 47.5 %
largest outward surface shift: 0.110 nm
surface excess Gamma: 0.01980 J/m^2
surface cost of island: 5.56 eV/nm
elastic energy released: 8.39 eV/nm
island minus flat film: -2.83 eV/nm
onset height H0: 2.98 nm
barrier at H0/2: 0.92 eV/nm
dislocation gain in island: 13.31 eV/nm
dislocation minimum cost: 15.85 eV/nm
guaranteed coherent limit: 6.22 nm
Size of neglected or uncertain effects:
H0 if facet energy changes -1 %: 1.45 nm
H0 if facet energy changes +1 %: 4.52 nm
H0 if response modulus is 170 GPa: 3.90 nm
coherent limit if core radius is b/3: 5.29 nm
thermal strain (1e-6/K, 600 K) / misfit: 3.0 %
surface stress (1 N/m) / film force: 6.2 %
```
